# Langmuir's axial brightness limit for a thermionic electron beam, part 2

How bright can the beam of a thermionic gun be, and how much current density can it bring to a spot on resist? Units are Gaussian. The electron has charge size \(e>0\) and mass \(m\); \(k\) is Boltzmann's constant, \(c\) the speed of light and \(\hbar\) the reduced Planck constant.

A flat cathode at temperature \(T\) emits a Maxwellian flux of current density \(J\) along \(z\). An electron of momentum \(p\) and speed \(v\) left with kinetic energy \(E\). The potential, measured from the cathode, is \(\Phi\), and \(V\) at the beam's end. Without collisions, the phase-space density \(f\) is conserved along a trajectory:

\[
f=f_0\,e^{-E/kT},\qquad f_0=\frac{J}{2\pi e m (kT)^2}.
\]

The forward flux integral is

\[
\int_0^\infty \frac{p_z}{m}\,e^{-p_z^2/2mkT}\,dp_z=kT .
\]

The brightness \(B\) is the current per normal area and per solid angle. For non-relativistic motion, on the axis of static, round fields without a barrier,

\[
B=e\int v\,p^2 f\,dp=\frac{J}{\pi}(1+u),\qquad u=\frac{eV}{kT}.
\]

Elsewhere at the same potential this is an upper bound. With \(\theta\) the angle to the axis, a cone of half-angle \(\alpha\) gives a spot the current density

\[
j\le\pi B\sin^2\alpha=J(1+u)\sin^2\alpha .
\]

In a uniform field between wide plates, the normal and transverse emission energies \(K_n\) and \(K_t\) are independent, each exponentially distributed in the flux with mean \(kT\). The fraction of the current inside the cone at the exit is

\[
P=1-\cos^2\alpha\;e^{-u\tan^2\alpha}.
\]

The brightness formula was also tested by tracing electrons at \(u=40\) through a uniform field, an electric lens, and an electric lens with an added magnetic field. The size ratio \(dx/dx_0\) compares a small displacement at the exit with the one on the cathode.

Q: Show me that this agrees with the brightness and respects the bound.

A: For \(u\tan^2\alpha\ll1\) and small \(\alpha\), \(P\simeq1-(1-\alpha^2)(1-u\alpha^2)\simeq(1+u)\alpha^2\). Dividing \(JP\) by the solid angle \(\pi\alpha^2\) returns \(B=J(1+u)/\pi\). For any \(\alpha\), use \(e^{-x}\ge1-x\):

\[
P\le1-\cos^2\alpha\,(1-u\tan^2\alpha)=\sin^2\alpha+u\sin^2\alpha=(1+u)\sin^2\alpha .
\]

For wide cones \(P\) tends to 1, as it must. A test with randomly emitted electrons at \(u=40\) and \(\tan^2\alpha=0.01\) found a fraction of 0.3367. The formula gives 0.3363 and the bound is 0.4059. The test accepted a difference of less than five standard deviations of the sampled fraction, as expected from the number of electrons drawn.

Q: You promised to return to a barrier. Space charge can push the potential in front of a cathode below that of the cathode itself.

A: Let the barrier be flat, with height \(W\) in energy, and let the cathode emit \(J_s\). Electrons with \(K_n>W\) pass. Because \(K_n\) has an exponential distribution in the flux, the density that passes is

\[
J=J_s\int_W^\infty\frac{dK_n}{kT}\,e^{-K_n/kT}=J_s\,e^{-W/kT}.
\]

At the top of the barrier an electron has kinetic energy \(K=E-W\). Its phase-space density is proportional to \(e^{-E/kT}=e^{-W/kT}e^{-K/kT}\). This is again a full outward Maxwellian at the same temperature, with a smaller prefactor. The barrier top acts as a new cathode, and the potential gained from there is \(V+W/e\):

\[
B=\frac{J}{\pi}\left(1+\frac{eV+W}{kT}\right).
\]

Here \(J\) is the density that passes, and not the density that the hot surface could supply. The sampling test was repeated with \(W=1.5\,kT\). Of the electrons that passed, a fraction 0.3456 lay in the same cone, against 0.3462 from the formula with \(u\) replaced by \(u+1.5\). A curved barrier can act as a lens and is not covered by this argument.

Q: Electron-beam writers run at tens of kilovolts. Is non-relativistic mechanics good enough?

A: Not at the level of a few per cent. Let \(K=E+eV\) now denote the kinetic energy at the spot. The relativistic relation \((K+mc^2)^2=p^2c^2+m^2c^4\) gives

\[
p^2=2mK\left(1+\frac{K}{2mc^2}\right).
\]

Two earlier steps survive. The proof that \(f\) is conserved used \(\mathbf v\) as the momentum gradient of the energy, which remains true, and for the same reason \(v\,dp=dK=dE\). So

\[
B=2me f_0\int_0^\infty (E+eV)\left(1+\frac{E+eV}{2mc^2}\right)e^{-E/kT}\,dE .
\]

The second term in the bracket needs \(\int_0^\infty(E+eV)^2e^{-E/kT}dE=kT\left[(eV)^2+2eV\,kT+2(kT)^2\right]\). The normalization changes as well. At the cathode \(J=\pi e\int vp^2f\,dp\), where \(\pi\) is the integral of \(\cos\theta\) over the outward half-space. This gives

\[
J=2\pi em f_0(kT)^2(1+\tau),\qquad \tau=\frac{kT}{mc^2}.
\]

Dividing the two results,

\[
B=\frac{J}{\pi}\;\frac{1+u+\tfrac12\tau\,(u^2+2u+2)}{1+\tau}.
\]

For \(u\gg1\) and \(\tau\ll1\) the leading terms are \(u+\tau u^2/2\). Since \(\tau u=eV/mc^2\),

\[
B\simeq\frac{J\,eV}{\pi kT}\left(1+\frac{eV}{2mc^2}\right).
\]

Q: Put in numbers for a machine that I might recognize.

A: Take a Gaussian-beam writer with a lanthanum hexaboride cathode. I choose rough typical values: \(T=1800\) K, \(J=10\) A/cm², \(V=50\) kV, \(\alpha=5\) mrad, a spot 50 nm in diameter, and a resist that needs 100 μC/cm². The thermal energy is \(kT=0.1551\) eV, so

\[
u=\frac{50\,000}{0.1551}=3.22\times10^5 .
\]

The non-relativistic brightness is

\[
B=\frac{10}{\pi}\times3.22\times10^5=1.03\times10^6\ \text{A/(cm}^2\,\text{sr)} .
\]

Dropping the 1 costs a relative error of \(3\times10^{-6}\). The relativistic factor is 1.049, which raises the brightness to \(1.08\times10^6\) A/(cm² sr). Direct momentum integrals at these values agreed with the leading relativistic factor, applied to \(J(1+u)/\pi\), within the relative tolerance of \(2\times10^{-6}\).

Q: And the writing speed?

A: With \(\sin^2\alpha=2.5\times10^{-5}\), the bound on the spot density is

\[
j\le\pi\times1.076\times10^6\times2.5\times10^{-5}=84.5\ \text{A/cm}^2 .
\]

Without relativity it would be 80.6 A/cm². The spot area is \(\pi(25\ \text{nm})^2=1.96\times10^{-11}\) cm², so the current through a disc 50 nm across is at most 1.66 nA, a value reached when the disc is uniformly filled. A Gaussian spot with the same peak density and a full width at half maximum of 50 nm carries \(1/\ln2=1.44\) times as much in total, about 2.4 nA, half of it inside that disc. The dose cannot be delivered to a point in less than

\[
t=\frac{100\times10^{-6}\ \text{C/cm}^2}{84.5\ \text{A/cm}^2}=1.18\ \mu\text{s}.
\]

At fixed \(J\), \(T\), \(\alpha\) and dose, a higher voltage shortens this time. A real resist usually needs a larger dose at a higher voltage, because faster electrons deposit less energy in a thin film, so the gain in speed is smaller than the gain in brightness.

Q: You treat electrons as classical particles. They are fermions, and they have a wavelength.

A: Two numbers settle this. First, count the electrons per quantum state. With two spin states there are \(2/(2\pi\hbar)^3\) states per unit phase-space volume. The occupation at \(E=0\) is therefore

\[
n_0=\frac{(2\pi\hbar)^3}{2}f_0=\frac{2\pi^2\hbar^3J}{em(kT)^2}=2.6\times10^{-8}.
\]

The states are almost empty, so the Fermi distribution is very close to its Maxwellian tail. If the surface transmits every electron that has enough energy, \(n_0\simeq e^{-\phi/kT}\), where \(\phi\) is the height of the emission barrier above the Fermi level. This gives \(\phi=-kT\ln n_0=2.71\) eV. Second, compare the spot with the uncertainty limit. With \(r\) the spot radius and \(p\) the momentum at the spot, \(r\alpha p/\hbar\) is about 147. The length \(\hbar/(\alpha p)\) is then about \(25/147=0.17\) nm. The radius of the diffraction disc, measured to its first dark ring, is 3.8 times this length, or about 0.65 nm. That is still small beside the 50 nm spot.

Q: A strong field at the cathode lowers the emission barrier. Does that break the formula?

A: Not while the emission is mainly thermionic. The field then changes \(J\), and \(J\) is an input. At fields so strong that most electrons tunnel out from near the Fermi level, the Maxwellian assumption fails, and the formula with it. An electron at distance \(z\) from a flat conductor is attracted by its image with force \(e^2/(2z)^2\), which corresponds to the energy \(-e^2/4z\). With an applied field of strength \(F\) the total is

\[
U(z)=-\frac{e^2}{4z}-eFz .
\]

The maximum is where \(e^2/4z^2=eF\), at \(z=\tfrac12\sqrt{e/F}\). Both terms then equal \(-\tfrac12e\sqrt{eF}\), so the barrier drops by \(e\sqrt{eF}\). For a flat 10 mm gap without space charge, \(F\) is 0.05 MV/cm and the drop is 0.085 eV. At fixed temperature this multiplies the emission by \(e^{0.085/0.155}=1.73\), relative to zero field. Space charge weakens the field at a flat cathode, while a pointed emitter strengthens it locally, so in a working gun the factor can be smaller or larger. Whatever its value, it is already inside the 10 A/cm², since I specified the density actually emitted.

Q: Would such a gap even let 10 A/cm² through?

A: Compare it with the Child limit, at which the field at the cathode has just fallen to zero. Neglect the emission speeds, so that the speed is \(\sqrt{2e\Phi/m}\). Poisson's equation reads

\[
\Phi''=4\pi J\sqrt{\frac{m}{2e}}\;\Phi^{-1/2}.
\]

Multiply by \(2\Phi'\) and integrate from the cathode, where \(\Phi=\Phi'=0\):

\[
\Phi'^2=16\pi J\sqrt{\frac{m}{2e}}\;\Phi^{1/2}.
\]

Take the root, divide by \(\Phi^{1/4}\), and integrate across the gap \(d\). This gives \(\tfrac43V^{3/4}=4\left(\pi J\sqrt{m/2e}\right)^{1/2}d\), and squaring leads to

\[
J_C=\frac{1}{9\pi}\sqrt{\frac{2e}{m}}\;\frac{V^{3/2}}{d^2}=26\ \text{A/cm}^2 .
\]

The chosen 10 A/cm² lies below it. In this flat model no barrier is expected. A gun with a negative control electrode has a weaker field at the cathode and may reach its limit sooner.

Q: That is smooth space charge. You set aside the collisions between single electrons.

A: A rough first estimate can be made where the beam is slow. The mean forward speed in the emitted cloud is the flux integral divided by the density integral:

\[
\bar v_z=\frac{kT}{\sqrt{\pi mkT/2}}=\sqrt{\frac{2kT}{\pi m}} .
\]

The density is \(n=J/(e\bar v_z)=4.7\times10^{12}\) cm⁻³. Neighbours at a distance \(n^{-1/3}\) have a Coulomb energy \(e^2n^{1/3}=2.4\) meV, which is 1.6% of \(kT\). This gives only an order of magnitude. The density holds at the surface, and in the empty-gap field the slow layer is about \(kT/eF=31\) nm thick, far less than \(n^{-1/3}\approx600\) nm, at which distance the density has fallen about eightfold. The comparison with \(kT\) also concerns transverse motion alone. Acceleration shrinks the spread of forward speeds to an effective thermal energy of about \((kT)^2/2eV=2.4\times10^{-7}\) eV, while the neighbour energy at the exit of the flat gap is still about 0.25 meV, so collisions can widen the energy spread even when they are weak beside \(kT\). At the other end, a beam of 1.66 nA has one electron per 12 mm of length, so the electrons there travel nearly alone. Between these ends lies the gun crossover, through which the full emission current passes. The heating that builds up there is not computed here. It can make the real brightness fall below the limit.

Q: How does the example compare with actual machines?

A: The voltage, temperature and beam angle are ordinary for such a writer, and 10 A/cm² is a moderate load for lanthanum hexaboride. The material's work function is roughly 2.7 eV, close to the 2.71 eV implied above. That agreement is loose, because the implied value already includes any Schottky lowering and assumes perfect transmission. With the same barrier, a surface that transmits only part of the electrons must be hotter to emit the same density. A brightness near \(10^6\) A/(cm² sr) is the order usually assigned to these guns. Of the assumptions, non-relativistic motion is plainly broken, and correcting it raises the number by 4.9%. Uniform emission is broken too, since real emitters are small shaped crystals. The axial brightness follows the local \(J\) in proportion, so a centre that emits 10% less than the assumed density lowers \(B\) by 10%. Lens aberrations, also not computed here, blur the spot. In a uniformly filled spot a small blur softens the edge and leaves the centre at its full density. A blur larger than the spot radius lowers the density at the centre too.

Q: Then what could I change to get a brighter beam?

A: Within this model, \(J\), \(T\) or \(V\). At fixed \(J\) and \(V\) a cooler cathode is brighter, because its electrons have less transverse energy. For a given surface, though, cooling also reduces \(J\). The expression for \(n_0\), with \(n_0\simeq e^{-\phi/kT}\), gives \(J\propto T^2e^{-\phi/kT}\), so that \(B\propto J/T\propto T\,e^{-\phi/kT}\), which falls on cooling whatever the height of the barrier. With \(\phi/kT\) near 17.5 the fall is steep: a cathode 1% cooler is about 17% less bright. A surface with a lower barrier can supply the same \(J\) at a lower temperature. The lens is not on the list. It trades spot size against beam angle, at a brightness that it cannot raise. The numerical output gives the values used here to more digits.

## Computed values

```
Test case eV/kT = 40 (dimensionless)
Formula (1+eV/kT)/pi = 13.0507 per sr
Formula without the 1 = 12.7324 per sr
Traced B/J, uniform field = 13.0507 per sr
  size ratio dx/dx0 in this field = 1.000 (dimensionless)
Traced B/J, electric lens = 13.0507 per sr
  size ratio dx/dx0 in this field = 0.642 (dimensionless)
Traced B/J, electric+magnetic lens = 13.0507 per sr
  size ratio dx/dx0 in this field = 0.818 (dimensionless)
Planar diode, cone with tan^2(alpha) = 0.01:
  barrier W/kT = 0.0: sampled fraction = 0.3367
    derived fraction = 0.3363, upper bound = 0.4059
  barrier W/kT = 1.5: sampled fraction = 0.3456
    derived fraction = 0.3462, upper bound = 0.4208
Cathode temperature = 1800 K
Emission density J = 10.0 A/cm2
Voltage V = 50 kV
Half-angle alpha = 5.0 mrad
Spot diameter = 50 nm
Resist dose = 100 uC/cm2
kT = 0.1551 eV
eV/kT = 3.2235e+05 (dimensionless)
Dropped term kT/eV = 3.10e-06 (dimensionless)
Brightness J eV/(pi kT) = 1.0261e+06 A/(cm2 sr)
Relativistic factor 1+eV/(2mc^2) = 1.0489 (dimensionless)
Relativistic brightness = 1.0763e+06 A/(cm2 sr)
Spot density limit, non-relativistic = 80.59 A/cm2
Spot density limit, relativistic = 84.53 A/cm2
Spot current limit = 1.660 nA
Shortest exposure time = 1.183 us
Occupation of emitted states at E=0 = 2.57e-08 (dimensionless)
Implied emission barrier = 2.711 eV
Flat gap length = 10 mm
Empty-gap field = 0.050 MV/cm
Schottky lowering in that field = 0.0849 eV
Schottky gain in J = 1.728 (dimensionless)
Child limit of the gap = 26.09 A/cm2
Electron density at cathode = 4.736e+12 per cm3
Neighbour Coulomb energy at cathode = 2.418 meV
  the same divided by kT = 0.0156 (dimensionless)
Electron spacing along final beam = 11.94 mm
Spot radius*alpha*p/hbar = 146.7 (dimensionless)
```
